# How much surface band bending does a photoelectron core-level shift show?

**Question**

I am measuring core levels on an n-type semiconductor whose bands bend upward at the surface. The depletion layer is about 10 nm wide and the photoelectron escape depth is about 2 nm. I had assumed that such a surface-sensitive method reads off the full surface band bending, but I have been told that it reveals only about 68 percent.

I tried to check this by evaluating the parabolic potential at a depth of 2 nm. That gives \((1-0.2)^2=0.64\), which is close but not the same. I also don't know whether the escape probability should be normalised over the depletion layer or over the whole crystal. How is the average done properly, and does the 68 percent apply to the peak position I read from the spectrum?

**Answer**

The 68 percent is right for the intensity-weighted mean position of the line, its centroid. The peak maximum can lie noticeably higher, depending on the linewidth. I'll use nm and eV.

**The potential**

Let \(z\) be the depth below a flat surface, and let \(u(z)\) be the upward shift of the bands relative to the neutral bulk, counted as an electron energy. All levels of an atom at depth \(z\) are taken to move rigidly by \(u(z)\). With the Fermi level fixed, its core-level binding energy falls by \(u\), and the photoelectron's kinetic energy rises by \(u\).

Assume uniform ionised donors of density \(N\), no mobile electrons for \(0<z<W\), and a neutral crystal beyond \(W\). The electrostatic potential obeys \(\phi''=-eN/\varepsilon\). Since \(u=-e\phi\) up to a constant,
\[
u''=\frac{e^2N}{\varepsilon},\qquad u(W)=0,\qquad u'(W)=0 .
\]
The second condition says that no field enters the neutral bulk. Integrating twice from \(W\) gives
\[
u'(z)=-\frac{e^2N}{\varepsilon}(W-z),\qquad
u(z)=\frac{e^2N}{2\varepsilon}(W-z)^2 .
\]
With the surface value \(V_s=u(0)\), this is
\[
u(z)=V_s\left(1-\frac zW\right)^2,\qquad V_s=\frac{e^2NW^2}{2\varepsilon},
\]
for \(z\le W\), and \(u=0\) deeper.

**The average**

Let \(\lambda\) be the depth, along the surface normal, over which the escape probability falls by a factor \(e\). Atoms at all depths are assumed to be equally abundant and equally illuminated. Electrons from the neutral bulk also reach the detector, so the weight is normalised over the whole crystal:
\[
p(z)=\frac{e^{-z/\lambda}}{\lambda},\qquad \int_0^\infty p(z)\,dz=1 .
\]
The bulk beyond \(W\) adds nothing to the numerator of the mean shift, but it does belong in the normalisation. With \(x=z/W\) and \(r=\lambda/W\), the visible fraction is
\[
\eta=\frac{\langle u\rangle}{V_s}=\frac1r\int_0^1(1-x)^2e^{-x/r}\,dx .
\]
Integrate by parts, using \(-e^{-x/r}\) as the antiderivative of \(e^{-x/r}/r\):
\[
\eta=\Big[-(1-x)^2e^{-x/r}\Big]_0^1-2\int_0^1(1-x)e^{-x/r}\,dx
=1-2\int_0^1(1-x)e^{-x/r}\,dx .
\]
A second integration by parts gives
\[
\int_0^1(1-x)e^{-x/r}\,dx
=\Big[-r(1-x)e^{-x/r}\Big]_0^1-r\int_0^1e^{-x/r}\,dx
=r-r^2\left(1-e^{-1/r}\right).
\]
Therefore
\[
\boxed{\eta=1-2r+2r^2\left(1-e^{-1/r}\right)} .
\]
For your values \(r=2/10=0.2\), so
\[
\eta=1-0.4+0.08\left(1-e^{-5}\right)=0.60000+0.07946\simeq0.679 .
\]

**Why 0.64 was close**

The mean emission depth is \(\lambda\), but the mean of a square is not the square of the mean. For the exponential weight, \(\langle z\rangle=\lambda\) and \(\langle z^2\rangle=2\lambda^2\). If the parabola continued to infinite depth, its average would be
\[
1-2r+2r^2=(1-r)^2+r^2=0.64+0.04=0.68 .
\]
The extra \(r^2\) comes from the variance of the emission depth. The true potential stops at \(W\), so the false contribution from beyond \(W\), which equals \(2r^2e^{-1/r}\), must be removed. Here it is only about 0.0005, because just 0.67 percent of the signal comes from the neutral bulk.

**Two limits**

When \(r\to0\), the exponential is negligible and \(\eta\simeq1-2r+2r^2\). The full bending is approached, but the leading loss is twice \(\lambda/W\), because the parabola is steepest at the surface.

When \(r\) is large, expand
\[
1-e^{-1/r}=\frac1r-\frac1{2r^2}+\frac1{6r^3}-\frac1{24r^4}+\cdots .
\]
Multiplication by \(2r^2\) gives \(2r-1+1/(3r)-1/(12r^2)+\cdots\). The first two terms cancel \(1-2r\), leaving
\[
\eta\simeq\frac1{3r}=\frac{W}{3\lambda}.
\]
Most of the signal now comes from flat bands. The depletion layer supplies a fraction of about \(W/\lambda\), and the average of the parabola over that layer is one third.

**Centroid and peak maximum**

Suppose each atom emits the same symmetric line \(g\), centred on its local shift. The measured line is
\[
I(E)=\int_0^\infty p(z)\,g\bigl(E-u(z)\bigr)\,dz .
\]
If \(g\) has a finite first moment, each depth contributes its own centre \(u(z)\), so the centroid of \(I\) is \(\langle u\rangle\). An ideal Lorentzian has no finite first moment. For such a line, fit a depth-summed model instead of computing a centroid.

The maximum is different. Take a Gaussian of standard deviation \(\sigma\), and write \(E=\langle u\rangle+\delta\) and \(y=u-\langle u\rangle\). At the maximum,
\[
\left\langle(\delta-y)\,e^{-(\delta-y)^2/(2\sigma^2)}\right\rangle=0 .
\]
For a line much broader than the spread of \(u\), expand the exponential to first order:
\[
\delta-\frac{\delta^3+3\delta\mu_2-\mu_3}{2\sigma^2}\simeq0,
\qquad \mu_n=\langle y^n\rangle .
\]
To leading order in \(1/\sigma^2\), this gives
\[
\delta\simeq-\frac{\mu_3}{2\sigma^2}.
\]
The distribution of shifts has a tail towards the unshifted bulk, so here \(\mu_3<0\) and the maximum lies above the centroid.

For narrower lines the main maximum moves towards \(V_s\). To see why, let \(s=\sqrt{u/V_s}=1-z/W\). The signal per unit shift is
\[
\frac{p(z)}{|u'(z)|}=\frac{1}{2rV_s}\,\frac{e^{-(1-s)/r}}{s}.
\]
Its logarithm has slope \(1/r-1/s\) in \(s\), so for \(r=0.2\) the signal grows towards the surface value once \(s>0.2\). The bulk adds a separate weak spike at zero shift, which could become the tallest feature only for lines far narrower than those considered below.

**A numerical case**

Take \(W=10\) nm, \(\lambda=2\) nm, \(N=10^{19}\ \mathrm{cm^{-3}}=10^{25}\ \mathrm{m^{-3}}\) and relative permittivity 10. In volts, which here equal the energy in eV,
\[
\frac{eNW^2}{2\varepsilon}
=\frac{(1.602\times10^{-19})(10^{25})(10^{-8})^2}{2\times10\times8.854\times10^{-12}}
=0.905 .
\]
So \(V_s=0.905\) eV. The mean shift is \(0.679\times0.905=0.615\) eV, and 0.290 eV remains hidden.

With these settings fixed, the Gaussian linewidth (full width at half maximum) changes the peak maximum as follows:

| Linewidth (eV) | Maximum (eV) | Fraction of \(V_s\) |
|---|---|---|
| 0.2 | 0.780 | 0.86 |
| 0.5 | 0.696 | 0.77 |
| 1.0 | 0.642 | 0.71 |
| 2.0 | 0.622 | 0.69 |

The broad-line formula explains the last row. With \(\mu_3=-0.0102\ \mathrm{eV^3}\) and \(\sigma=2.0/2.355=0.849\) eV, it gives \(\delta=0.0102/(2\times0.721)=0.007\) eV, which added to 0.615 eV gives 0.622 eV.

Emission angle matters too. At an angle \(\theta\) from the normal, an electron travels \(z/\cos\theta\), so a fixed attenuation length \(\lambda\) along the path gives an escape depth \(\lambda\cos\theta\). At 60 degrees this is 1 nm, and \(\eta\) rises to 0.82.

**How this compares with a real semiconductor**

The numbers above are rough values in the regime of heavily doped n-type GaN, with an effective mass of about 0.2 electron masses. The doping is high, which is why the depletion layer is so thin. At lower doping and the same \(V_s\), \(W\) grows and a larger fraction is visible. The peak field, \(2V_s/(eW)=1.8\) MV/cm, is below a rough breakdown field of 3 MV/cm. The assumptions that a real sample breaks have unequal effects:

- *Escape depth.* With \(W\) fixed, making \(\lambda\) 20 percent shorter or longer changes \(\eta\) to 0.73 or 0.63. At fixed \(V_s\) this is the largest change in \(\eta\) among the effects sized in this list. A photovoltage acts differently, by lowering the band bending itself: the values 0.04 V and 0.15 V estimated below would bring the mean shift down to 0.64 and 0.57 of the dark \(V_s\). Elastic scattering can also make the escape law depart from a single exponential, which I have not sized.

- *Mobile electrons at the depletion edge.* With electron density \(n\), Poisson's equation becomes \(u''=(e^2N/\varepsilon)(1-n/N)\). Multiplying by \(u'\) and integrating from the bulk gives
\[
\frac{(u')^2}{2}=\frac{e^2N}{\varepsilon}\int_0^u\left(1-\frac{n}{N}\right)du_1 .
\]
The electrons therefore make the slope smaller at every \(u\). Starting from the same \(V_s\), the potential falls more slowly and \(\eta\) increases. A numerical solution with Fermi-Dirac electrons at 300 K, at the same \(V_s\) and \(N\), gives 0.689 instead of 0.679. It omits the quantum penetration of electrons into the depletion layer.

- *Random donor positions.* The mean donor spacing \(N^{-1/3}\) is 4.6 nm, so the charge is not smooth on the scale of \(W\). For an estimate, ground a flat depletion edge and let no field leave the surface. A donor at depth \(z'\) then produces, at lateral wavenumber \(k\), the surface potential
\[
G_k=\frac{e}{\varepsilon}\,\frac{\sinh k(W-z')}{k\cosh kW}.
\]
This follows from \(G''-k^2G=-(e/\varepsilon)\delta(z-z')\) with \(G'(0)=G(W)=0\): the solution is proportional to \(\cosh kz\) above the donor and to \(\sinh k(W-z)\) below it, and the jump in slope fixes the factor. For independent donors the variances add:
\[
\mathrm{var}=\frac{N}{2\pi}\int_0^\infty k\,dk\int_0^W G_k^2\,dz' .
\]
Using \(\int_0^W\sinh^2 k(W-z')\,dz'=\sinh(2kW)/(4k)-W/2\) and \(q=kW\),
\[
\mathrm{var}=\frac{Ne^2W}{2\pi\varepsilon^2}
\int_0^\infty\left[\frac{\tanh q}{2q^2}-\frac{1}{2q\cosh^2q}\right]dq .
\]
The bracket is the derivative of \(-\tanh q/(2q)\), so the integral is \(1/2\). Substituting \(e/\varepsilon=2V_s/(eNW^2)\) gives an rms energy fluctuation of \(V_s/\sqrt{\pi NW^3}\). Here \(NW^3=10\), and the result is 0.16 eV. Letting the field spread into the vacuum outside lowers it to about 0.15 eV. This surface value is comparable with the 0.23 eV spread due to depth, so random donors can noticeably broaden a narrow line and pull its maximum down towards the centroid. The table assumes smooth donor charge. With this disorder and a fixed, uniform surface charge, the maximum of the 0.2 eV line would be lower. For a line 2 eV wide the extra broadening is small. In this linear model it does not change the lateral mean. Fixed surface charges at random positions would add fluctuations that are not included. Surface charge that can rearrange would instead screen the donors: if it holds the surface at a uniform potential, the fluctuations near the surface are much smaller and the maxima in the table hardly change.

- *Surface photovoltage.* Light drives holes to the surface and flattens the bands. Electrons from the bulk restore the balance. If they do so thermally over the barrier \(\Phi\), measured from the Fermi level, and every electron that reaches the surface is captured there, their current density is
\[
J_0=\frac{em(k_BT)^2}{2\pi^2\hbar^3}e^{-\Phi/k_BT},
\]
which is the outward flux summed over the Boltzmann tail. The bulk Fermi level is 0.077 eV above the band edge, so \(\Phi=0.828\) eV and \(J_0=2.7\times10^{-8}\ \mathrm{A/cm^2}\). A photohole current \(J\) lowers the barrier until \(J=J_0(e^{eV_{\rm ph}/k_BT}-1)\). For a rough \(J=10^{-7}\ \mathrm{A/cm^2}\), this gives \(V_{\rm ph}=(k_BT/e)\ln(1+J/J_0)=0.04\) V. Tunnelling adds restoring current and would lower this value. Slow capture of electrons at the surface would reduce the restoring current and raise it, so 0.04 V is an upper bound for that \(J\) and this barrier only if capture is not the bottleneck. The estimate is very sensitive to the barrier: at the same \(N\) and \(W\), a relative permittivity of 8.9 instead of 10 gives \(V_s=1.02\) eV and \(V_{\rm ph}=0.15\) V. Tunnelling is likely to matter: its exponent at the band edge, \(2\int_0^W\sqrt{2mu}\,dz/\hbar=W\sqrt{2mV_s}/\hbar\), is 22, against a thermal exponent \(\Phi/k_BT\) of 32. If the surface captures the tunnelling electrons quickly, their current can exceed \(J_0\) by orders of magnitude, and the photovoltage at this \(J\) is then negligible. A stronger light source needs its own estimate.

**Using this on your data**

You need an independent flat-band reference, because a single core-level position does not tell you where the unbent bulk level lies. If \(\Delta\) is the centroid shift from that reference and \(W\) is known, then \(V_s=\Delta/\eta\). This is the band bending under the probe light; it equals the dark value only if the photovoltage is negligible. If you know the doping instead, \(W\) itself depends on \(V_s\), and you should solve
\[
\Delta=V_s\,\eta\!\left(\frac{\lambda}{W(V_s)}\right),\qquad
W(V_s)=\sqrt{\frac{2\varepsilon V_s}{e^2N}} .
\]
This relation neglects the mobile electrons at the depletion edge. At the doping used here, it overestimates \(V_s\) by about 1 percent when the true value is 0.9 eV, but by about 10 percent when it is 0.2 eV. For small band bending, use the Poisson equation with mobile electrons instead.

If you have only a peak maximum, fit the depth-summed line \(I(E)\) with your actual lineshape, and allow for broadening by random donors if the line is narrow. Dividing a narrow line's maximum by 0.68 would overestimate the band bending: for the 0.2 eV line above it would give \(0.780/0.679=1.15\) eV instead of 0.905 eV. The remaining digits for this case are in the numerical output below.

## Numbers as computed

```
depletion width W = 10.0 nm
escape depth lambda = 2.0 nm
ratio r = lambda/W = 0.200
bulk share of signal exp(-W/lambda) = 0.006738
first part 1 - 2r = 0.6000
second part 2r^2(1 - exp(-1/r)) = 0.079461
visible fraction, formula = 0.679461
visible fraction, quadrature = 0.679461
donor density = 1.0e+19 cm^-3
relative permittivity = 10.0
effective mass = 0.20 electron masses
temperature = 300 K, kT = 0.02585 eV
surface band bending Vs = 0.9048 eV
mean core-level shift = 0.6147 eV
hidden part of band bending = 0.2900 eV
standard deviation of shifts = 0.2297 eV
third central moment of shifts = -0.010175 eV^3
centroid of simulated line, FWHM 1 eV = 0.6147 eV
peak maximum, FWHM 0.2 eV = 0.7804 eV, fraction 0.8626
peak maximum, FWHM 0.5 eV = 0.6960 eV, fraction 0.7693
peak maximum, FWHM 1.0 eV = 0.6419 eV, fraction 0.7095
peak maximum, FWHM 2.0 eV = 0.6218 eV, fraction 0.6872
visible fraction at 60 degrees = 0.8200
visible fraction, lambda 20% shorter = 0.7311
visible fraction, lambda 20% longer = 0.6334
cold-carrier error, kT 2 meV = 0.000425
cold-carrier error, kT 1 meV = 0.000212
bulk Fermi level above band edge = 0.0771 eV
visible fraction with Fermi-Dirac tail = 0.6891
mean donor spacing N^(-1/3) = 4.64 nm
donor integral I = 0.5000
rms surface potential, random donors = 0.161 eV
surface barrier above Fermi level = 0.8277 eV
thermionic restoring current = 2.70e-08 A/cm^2
rough photohole current = 1.0e-07 A/cm^2
photovoltage, thermionic estimate = 0.0400 V
thermionic exponent = 32.01
tunnelling exponent = 21.79
peak field = 1.81 MV/cm
rough breakdown field = 3.0 MV/cm
```
